# Energy lowering by a ghost basis function

**Setting.** A ghost function is a basis function centred at a point where there is no nucleus, and it brings no electrons with it. The energy by which all the basis functions of a partner, used as ghosts, lower a monomer calculation is the counterpoise estimate of the monomer's share of the basis set superposition error. Except in part (g), a single ghost function is treated here. The algebra is in atomic units and all functions are real. The numerical check gives the numbers in eV and Å, with 1 hartree = 27.211386 eV and 1 bohr = 0.529177 Å, so an exponent in Å$^{-2}$ that enters a kinetic energy is multiplied by $27.211386\times0.529177^2=7.61996$ eV Å$^2$.

One electron has the Hamiltonian $H$, which is $-\tfrac12\nabla^2-1/r$ unless stated otherwise. Diagonalizing $H$ in a finite space $A$ gives orthonormal states $\psi_k$ with $\langle\psi_k|H|\psi_l\rangle=E_k\delta_{kl}$ and a nondegenerate lowest value $E_0$. The projector on $A$ is $\hat P_A=\sum_k|\psi_k\rangle\langle\psi_k|$. A normalized ghost $g$ is centred at distance $R$ from the nucleus, with $s_k=\langle\psi_k|g\rangle$ and $s^2=\sum_k s_k^2<1$. The lowest energy in the enlarged space is $E$, and the lowering is $\lambda=E_0-E$.

## (a) The coupling

*Orthogonalize $g$ to $A$, find the matrix of $H$ in the enlarged space, and express the coupling to $\psi_0$ through the residual $\rho=(H-E_0)\psi_0$.*

**Solution.** Subtracting a member of $A$ from $g$ leaves the enlarged space, and hence $E$, unchanged. Since $\hat P_A^2=\hat P_A$, the squared norm of $(1-\hat P_A)g$ is $1-\langle g|\hat P_A|g\rangle=1-s^2$, so

$$g_\perp=\frac{g-\sum_k s_k\psi_k}{N},\qquad N=\sqrt{1-s^2}.$$

With $h_k=\langle\psi_k|H|g\rangle$ and $h_{gg}=\langle g|H|g\rangle$, and because $H$ is diagonal among the $\psi_k$,

$$V_k=\langle\psi_k|H|g_\perp\rangle=\frac{h_k-E_ks_k}{N},$$

$$\varepsilon_g=\langle g_\perp|H|g_\perp\rangle=\frac{h_{gg}-2\sum_k s_kh_k+\sum_k s_k^2E_k}{N^2}.$$

In the orthonormal basis $\{\psi_k,g_\perp\}$ the matrix is diagonal except for its last row and column, which hold the $V_k$.

The residual has no component in $A$, because $\langle\psi_k|\rho\rangle=E_0\delta_{k0}-E_0\delta_{k0}=0$. Since $\langle g_\perp|\psi_0\rangle=0$, the term $-E_0$ may be inserted freely:

$$V_0=\langle g_\perp|H-E_0|\psi_0\rangle=\frac{\langle g|\rho\rangle-\sum_k s_k\langle\psi_k|\rho\rangle}{N}=\frac{\langle g|\rho\rangle}{\sqrt{1-s^2}}.$$

Apart from the factor $1/\sqrt{1-s^2}$, the coupling is the overlap of the ghost with the part of $H\psi_0$ that the monomer basis cannot represent. It is not the overlap $s_0$ with $\psi_0$.

## (b) The lowering

*Derive an exact equation for $\lambda$, expand it for small couplings, and give the first correction and the conditions of validity.*

**Solution.** Write the eigenvector as $\sum_k a_k\psi_k+c\,g_\perp$. The eigenvalue equations are

$$(E_k-E)a_k+V_kc=0,\qquad \sum_kV_ka_k+(\varepsilon_g-E)c=0.$$

For $E<E_0$ every $E_k-E$ is positive, so $a_k=-V_kc/(E_k-E)$, and $c\neq0$ because otherwise the vector would vanish. The second equation becomes

$$G(E)\equiv\varepsilon_g-E-\sum_k\frac{V_k^2}{E_k-E}=0.$$

Below $E_0$, $G'=-1-\sum_kV_k^2/(E_k-E)^2<0$, and $G\to+\infty$ as $E\to-\infty$. If $V_0\ne0$, $G\to-\infty$ as $E\to E_0$ from below, so exactly one root lies below $E_0$. Put $E=E_0-\lambda$ and $\Delta=\varepsilon_g-E_0$, separate the $k=0$ term, which is $V_0^2/\lambda$, and solve for the $\lambda$ in that term:

$$\lambda=\frac{V_0^2}{\Delta+\lambda-\sigma(\lambda)},\qquad \sigma(\lambda)=\sum_{k>0}\frac{V_k^2}{E_k-E_0+\lambda}.$$

If $V_0=0$, $\psi_0$ remains an eigenvector, and the decreasing function $G$ has no root below $E_0$ as long as $G(E_0)=\Delta-\sigma(0)\ge0$. Then $\lambda=0$.

Let all $V_k$ be of order $\eta$, with $\Delta>0$ and the $E_k-E_0$ fixed. Then $\lambda$ and $\sigma$ are of order $\eta^2$, and dropping them in the denominator gives the second-order result

$$\lambda_2=\frac{V_0^2}{\Delta}=\frac{\langle g|\rho\rangle^2}{(1-s^2)(\varepsilon_g-E_0)}.$$

Dividing the exact equation by $\lambda_2$ gives $\lambda/\lambda_2=1/(1-x)$ with $x=[\sigma(\lambda)-\lambda]/\Delta$. Replacing $\sigma(\lambda)$ by $\sigma(0)$ and $\lambda$ by $\lambda_2$ changes $x$ only at order $\eta^4$, so

$$\frac{\lambda}{\lambda_2}-1=\frac1\Delta\left[\sum_{k>0}\frac{V_k^2}{E_k-E_0}-\lambda_2\right]+O(\eta^4).$$

The positive term arises because eliminating the excited $\psi_k$ replaces $\varepsilon_g$ by $\varepsilon_g-\sigma$. Since $\sigma$ is evaluated at an energy below every $E_k$, it is never negative, whether the $E_k$ lie above or below $\varepsilon_g$, so it narrows the effective gap. The negative term arises because the lowering itself widens it.

The result $\lambda\approx\lambda_2$ needs $|\sigma(\lambda)-\lambda|\ll\Delta$. Since $0\le\sigma(\lambda)\le\sigma(0)$, it is sufficient that $V_0^2\ll\Delta^2$ and $\sigma(0)\ll\Delta$. The result can fail when one of these conditions is violated, for example when a level coupled to the ghost as strongly as $\psi_0$ lies so close to $E_0$ that $V_k^2/(E_k-E_0)$ is comparable with $\Delta$. A level that close does little harm if its coupling is much weaker than $V_0$, because $\sigma(\lambda)$ then stays small. A small gap alone does no harm if the couplings are smaller still. If, in addition, $\lambda\ll E_k-E_0$ for every $k>0$, $\sigma(\lambda)$ may be replaced by $\sigma(0)$, and the correction formula is accurate unless its two terms nearly cancel. In that case the fourth-order remainder can be as large as what is left of them. As $s^2\to1$, $V_0$ becomes a ratio of two small quantities and can no longer be estimated from the size of the numerator. Independently of the expansion, the variational principle gives $0\le\lambda\le E_0-E_{\rm exact}$.

## (c) Gaussian matrix elements

*Let $\psi_0=\sum_jd_j\chi_j$, where $\chi_j=(2\alpha_j/\pi)^{3/4}e^{-\alpha_jr^2}$, and $g=(2\beta/\pi)^{3/4}e^{-\beta|\mathbf r-\mathbf R|^2}$. Evaluate $s_0$ and $\langle g|\rho\rangle$.*

**Solution.** For one primitive define $p=\alpha+\beta$, $\mathbf P=\beta\mathbf R/p$ and $\mu=\alpha\beta/p$. Completing the square,

$$\alpha r^2+\beta|\mathbf r-\mathbf R|^2=p|\mathbf r-\mathbf P|^2+\beta R^2-\frac{\beta^2R^2}{p}=p|\mathbf r-\mathbf P|^2+\mu R^2.$$

With $\int e^{-pr^2}d^3r=(\pi/p)^{3/2}$,

$$S=\langle g|\chi\rangle=\left(\frac{2\sqrt{\alpha\beta}}{p}\right)^{3/2}e^{-\mu R^2},\qquad g\chi=S\,w,\quad w=\left(\frac p\pi\right)^{3/2}e^{-p|\mathbf r-\mathbf P|^2}.$$

The weight $w$ integrates to one, so each matrix element is $S$ times an average over $w$.

*Kinetic energy.* For $u=e^{-\alpha r^2}$, $\nabla^2u=u''+2u'/r=(4\alpha^2r^2-6\alpha)u$, so $-\tfrac12\nabla^2\chi=(3\alpha-2\alpha^2r^2)\chi$. Each Cartesian variance of $w$ is $1/(2p)$, so $\langle r^2\rangle_w=P^2+3/(2p)$. Then

$$3\alpha-\frac{3\alpha^2}{p}-2\alpha^2P^2=\frac{3\alpha\beta}{p}-\frac{2\alpha^2\beta^2R^2}{p^2}=\mu(3-2\mu R^2).$$

*Attraction.* Use $1/r=(2/\sqrt\pi)\int_0^\infty e^{-u^2r^2}du$. The same completion of the square, with exponents $u^2$ and $p$, gives $\langle e^{-u^2r^2}\rangle_w=[p/(p+u^2)]^{3/2}\exp[-pu^2P^2/(p+u^2)]$. The substitution $t^2=u^2/(p+u^2)$ has $p/(p+u^2)=1-t^2$ and $du=\sqrt p\,(1-t^2)^{-3/2}dt$, so the powers of $1-t^2$ cancel:

$$\left\langle\frac1r\right\rangle_w=\frac{2\sqrt p}{\sqrt\pi}\int_0^1e^{-pP^2t^2}dt=\frac{\operatorname{erf}(\sqrt p\,P)}{P}.$$

Summing over primitives,

$$s_0=\sum_jd_jS_j,\qquad\langle g|\rho\rangle=\sum_jd_jS_jf_j,$$

$$f_j=\mu_j(3-2\mu_jR^2)-\frac{\operatorname{erf}(\sqrt{p_j}P_j)}{P_j}-E_0.$$

Each overlap is weighted by an energy $f_j$ that depends on $R$ and can be positive or negative.

## (d) Does the lowering decay like the overlap squared?

*Find $\lambda/s_0^2$ at large $R$ for the basis of part (c), and decide in what sense the lowering follows $s_0^2$.*

**Solution.** Since $\partial\mu/\partial\alpha=\beta^2/p^2>0$, the smallest exponent $\alpha$ with $d\neq0$ has the smallest $\mu$. The other primitives are suppressed relative to it by $e^{-(\mu_j-\mu)R^2}$ times a factor that stays bounded at large $R$. The factor $dS$ then cancels in the ratio, $\langle g|\rho\rangle/s_0\to f$. In $f$ the error function differs from one by a term of order $e^{-pP^2}=e^{-\beta^2R^2/p}$, so the attraction is $1/P=p/(\beta R)$.

For the gap, $h_{gg}$ follows from part (c) with two exponents $\beta$ on the same centre: the reduced exponent is $\beta/2$, the separation is zero, and the product is centred at $R$ with exponent $2\beta$. Hence $h_{gg}=3\beta/2-\operatorname{erf}(\sqrt{2\beta}R)/R$. The other terms in $\varepsilon_g$, the factor $1-s^2$ and the correction of part (b) are all products of two Gaussian-small quantities. Up to exponentially small relative terms,

$$\frac{\lambda}{s_0^2}=\frac{\left[\mu(3-2\mu R^2)-p/(\beta R)-E_0\right]^2}{3\beta/2-1/R-E_0}\;\longrightarrow\;\frac{4\mu^4R^4}{3\beta/2-E_0}.$$

For a bound state $E_0<0$, so the limiting gap is positive and the expansion of part (b) becomes exact as $R\to\infty$.

The lowering therefore behaves as $R^4e^{-2\mu R^2}$. It shares the Gaussian factor of $s_0^2$, so $\ln\lambda/\ln s_0^2\to1$, but $\lambda/s_0^2$ does not approach a constant. The factor $R^4$ comes from the term $-2\alpha^2r^2\chi$ in the residual: in the tail $\rho/\psi_0\to-2\alpha^2r^2$, sampled at $r\approx P$, where $\alpha P=\mu R$. A Gaussian tail falls too fast to satisfy the Schrödinger equation with a potential that vanishes at infinity: the residual itself decays, but its size relative to $\psi_0$ grows outward.

## (e) Hydrogen atom in the 6-31G basis

*The space $A$ holds the two contracted s functions of 6-31G. The ghost is the outer primitive of that basis, $\beta=0.57593$ Å$^{-2}$. Evaluate the lowering at $R=3$ Å and compare the results of parts (b) and (d) with diagonalization over a range of $R$.*

**Solution.** The monomer energies are $E_0=-13.55761$ eV and $E_1=12.54267$ eV. The primitives contribute as follows.

| $\alpha_j$ (Å$^{-2}$) | $d_j$ | $S_j$ | $f_j$ (eV) | $d_jS_jf_j$ (eV) |
|---|---|---|---|---|
| 66.8901 | 0.01432 | 0.000463 | −149.6281 | −0.000991 |
| 10.0897 | 0.10033 | 0.002255 | −63.2050 | −0.014301 |
| 2.2859 | 0.34782 | 0.011430 | −25.2588 | −0.100422 |
| 0.5759 | 0.66545 | 0.074893 | −0.6143 | −0.030614 |

The last column sums to $-0.146328$ eV. The program tests this against a quadrature of $g\rho$, with $\rho$ obtained by differentiating $\psi_0$ symbolically, and tests by the same quadrature that $\rho$ is orthogonal to both basis functions. With $s_0=0.054046$ and $s_1=0.073723$, $s^2=0.002921+0.005435=0.008356$ and $N=0.995813$, so

$$V_0=-0.146328/0.995813=-0.146943\ \text{eV}.$$

The unprojected ghost energy is $3\beta/2-1/R=1.5\times0.57593\times7.61996-4.7999=6.5829-4.7999=1.7830$ eV. Projection raises it to $\varepsilon_g=2.02854$ eV, so $\Delta=2.02854+13.55761=15.58615$ eV and

$$\lambda_2=\frac{0.146943^2}{15.58615}=\frac{0.0215922}{15.58615}=1.38535\times10^{-3}\ \text{eV}.$$

Diagonalization gives $\lambda=1.39448\times10^{-3}$ eV ($5.12462\times10^{-5}$ hartree), larger by $6.593\times10^{-3}$ relative to $\lambda_2$. With $|V_1|=1.64346$ eV, part (b) predicts

$$\frac{2.70096/26.10028-0.001385}{15.58615}=\frac{0.102099}{15.58615}=6.551\times10^{-3}.$$

The variational bound is the basis error $E_0-E_{\rm exact}=0.04808$ eV, of which this ghost recovers 2.9%.

| $R$ (Å) | $s_0$ | $\lambda$ (eV) | $\lambda/\lambda_2-1$ | predicted |
|---|---|---|---|---|
| 2 | 2.535e−1 | 1.278e−3 | 3.255e−2 | 3.153e−2 |
| 3 | 5.405e−2 | 1.394e−3 | 6.593e−3 | 6.551e−3 |
| 4 | 6.803e−3 | 1.879e−4 | 2.690e−4 | 2.690e−4 |
| 6 | 2.095e−5 | 2.258e−8 | 7.615e−9 | 7.615e−9 |
| 12 | 6.518e−19 | 6.051e−34 | 6.101e−35 | 6.101e−35 |

| $R$ (Å) | $\lambda/s_0^2$ (eV) | part (d) formula (eV) |
|---|---|---|
| 2 | 0.01988 | 0.03634 |
| 3 | 0.4774 | 0.04525 |
| 4 | 4.061 | 3.204 |
| 6 | 51.45 | 51.26 |
| 12 | 1424.2 | 1424.2 |

The second-order formula is within about 3% of $\lambda$ already at 2 Å, but the single-primitive formula of part (d) is too small by a factor of ten at 3 Å. The first table shows why. The outer primitive supplies $0.66545\times0.074893=0.0498$ of the overlap 0.0540, but its $f$ is only $-0.61$ eV, so the primitive with $\alpha=2.2859$ Å$^{-2}$ supplies two thirds of the coupling. The formula is within 0.4% of the diagonalization value at 6 Å. From 6 to 12 Å, $s_0^2$ falls by a factor $9.7\times10^{-28}$ and $\lambda$ by $2.7\times10^{-26}$, so the Gaussian dominates and the prefactor grows 28-fold.

At 30 Å, with $\mu=0.28797$ Å$^{-2}$, $2\mu^2R^2=149.27\times7.61996=1137.4$ eV. Because $\alpha=\beta$ here, $3\mu-E_0$ equals the limiting gap 20.1405 eV and $p/(\beta R)=2/R=0.9600$ eV. The ratio to the pure $R^4$ law should be

$$\frac{[1-(20.1405-0.9600)/1137.4]^2}{1-0.4800/20.1405}=\frac{0.96656}{0.97617}=0.9902,$$

which is the value found from diagonalization. The logarithmic slope of $\lambda/s_0^2$ there is 4.04.

The lowering is smaller at 2 Å than at 3 Å although $s_0$ is nearly five times larger. A decrease at small $R$ is required for this ghost, because at $R=0$ it coincides with a function $g_0$ in $A$. Expanding, $g=g_0-R\,\partial_zg_0+O(R^2)$. Both $g_0$ and the p-type term are orthogonal to the spherical residual, so $\langle g|\rho\rangle=O(R^2)$. The p-type term lies outside $A$, so $1-s^2\approx R^2\|\partial_zg_0\|^2=\beta R^2$, using $\tfrac32\|\partial_zg_0\|^2=3\beta/2$. The gap tends to a fixed positive value, that of a p function. Hence $V_0=O(R)$ and $\lambda=O(R^2)$. This shows that $\lambda$ has a maximum at finite $R$; it does not fix where. The $R^2$ law itself holds here only below about 0.1 Å: $\lambda/R^2$ is $1.9\times10^{-7}$ eV Å$^{-2}$ at 0.03 Å but $3.2\times10^{-4}$ eV Å$^{-2}$ at 2 Å, so the expansion does not describe $\lambda$ near 2 Å. Diagonalization places the single maximum, $1.8\times10^{-3}$ eV, near 2.55 Å, and $V_0$ keeps its sign between 0.1 and 3.5 Å.

## (f) Large overlap without lowering

*Find two situations in which $s_0$ is large and $\lambda=0$.*

**Solution.** By part (b), $\lambda=0$ when $\langle g|\rho\rangle=0$ and $\Delta\geq\sigma(0)$.

*A node of the coupling.* Take hydrogen in one Gaussian. Part (c) at $R=0$ with equal exponents gives $E(\alpha)=3\alpha/2-2\sqrt{2\alpha/\pi}$. Setting $dE/d\alpha=3/2-\sqrt{2/(\pi\alpha)}=0$ gives $\alpha=8/(9\pi)$ and $E_0=4/(3\pi)-8/(3\pi)=-4/(3\pi)$, that is 1.0104 Å$^{-2}$ and $-11.5489$ eV. The residual is $(3\alpha-2\alpha^2r^2-1/r-E_0)\psi_0$. It is negative near the nucleus and far away, and since it is orthogonal to the positive function $\psi_0$ it must be positive somewhere between. A sufficiently tight ghost samples it locally, so $f(R)$ changes sign. For a ghost of exponent one atomic unit, 3.5711 Å$^{-2}$, the program finds a zero of $f$ at $R=1.2541$ Å. There $s_0=0.2188$, and diagonalization gives a lowering of $5\times10^{-75}$ eV, which is zero to the accuracy of the root search. A second zero of $f$ lies at $R=0.5825$ Å, where $s_0=0.578$ and the lowering vanishes as well. At 2 Å the overlap is only 0.0323 and the lowering is $7.085\times10^{-3}$ eV.

*An exact monomer state.* If $\rho=0$, every ghost at every distance has $V_0=0$, and for the ground state the variational bound forces $\lambda=0$. For the model $H=-\tfrac12\nabla^2+\tfrac12r^2$ ($\hbar\omega$ of one hartree), one Gaussian has $E_0=3\alpha/2+\tfrac12\cdot 3/(4\alpha)$, from $\langle r^2\rangle=3/(2p)$ with $p=2\alpha$, and

$$\rho=\left[3\alpha-E_0+\left(\tfrac12-2\alpha^2\right)r^2\right]\psi_0.$$

At $\alpha=\tfrac12$, $E_0=\tfrac32$ and both terms vanish. With a ghost of exponent 1.0713 Å$^{-2}$ at 0.5 Å, the exact exponent 1.7855 Å$^{-2}$ gives $s_0=0.8059$ and no lowering, while the detuned exponent 1.4284 Å$^{-2}$ gives $s_0=0.8449$ and $\lambda=0.2346$ eV.

## (g) Several ghost functions

*Generalize $\lambda_2$ to ghosts $g_1,g_2,\dots$ on one centre, and find what a second, tighter ghost does at large $R$.*

**Solution.** Let $\tilde g_m=(1-\hat P_A)g_m$, $v_m=\langle\tilde g_m|H|\psi_0\rangle=\langle g_m|\rho\rangle$ and $M_{mn}=\langle\tilde g_m|H-E_0|\tilde g_n\rangle$, with $M$ positive definite. For $\Psi=\psi_0+\sum_mc_m\tilde g_m$,

$$E-E_0=\frac{\langle\Psi|H-E_0|\Psi\rangle}{\langle\Psi|\Psi\rangle}=\frac{2c^{T}v+c^{T}Mc}{1+O(c^2)}.$$

The norm and the admixture of excited $\psi_k$ act at fourth order, as in part (b). The minimum of the numerator is at $c=-M^{-1}v$, so $\lambda_2=v^{T}M^{-1}v$.

For two ghosts, $v^TM^{-1}v=(M_{22}v_1^2-2M_{12}v_1v_2+M_{11}v_2^2)/\det M$. Subtracting $v_1^2/M_{11}=v_1^2(M_{22}-M_{12}^2/M_{11})/\det M$ leaves a perfect square:

$$\lambda_2=\frac{v_1^2}{M_{11}}+\frac{(v_2-M_{12}v_1/M_{11})^2}{M_{22}-M_{12}^2/M_{11}}.$$

If $g_1$ is the more diffuse ghost, $v_2/v_1\to0$ at large $R$, since $\mu$ grows with $\beta$. But $M_{12}$ joins two functions on the same centre and is not small. The second term stays proportional to $v_1^2$: the tighter ghost leaves the decay law unchanged and raises the prefactor by letting the ghost orbital change shape.

With both 6-31G functions on the ghost centre, $\lambda_2=1.44232\times10^{-3}$ eV against $\lambda=1.45292\times10^{-3}$ eV at 3 Å, and $2.26358\times10^{-4}$ eV against $2.26434\times10^{-4}$ eV at 4 Å. The differences are 0.73% and 0.034% of $\lambda_2$. Relative to the single ghost, the lowering is 4% larger at 3 Å and 20% larger at 4 Å. These distances are not yet asymptotic: the excess levels off at 31% at 6 Å and 32% at 12 Å.

## (h) Two electrons in Hartree–Fock

*For a two-electron closed-shell atom in restricted Hartree–Fock, with orbital $i$ converged in $A$ and $a=g_\perp$, find the second-order lowering. Apply it to helium in cc-pVDZ with a ghost of its outer s exponent at 3 Å.*

**Solution.** The energy of a doubly occupied orbital $\phi$ is $2\langle\phi|h|\phi\rangle+(\phi\phi|\phi\phi)$, where $(pq|rs)=\iint p(1)q(1)r_{12}^{-1}r(2)s(2)$. Take $\phi=i\cos\kappa+a\sin\kappa$, which stays normalized. To second order, $\phi^2=(1-\kappa^2)\,ii+2\kappa\,ia+\kappa^2\,aa$, so

$$2\langle\phi|h|\phi\rangle=2h_{ii}+4\kappa h_{ia}+2\kappa^2(h_{aa}-h_{ii}),$$

$$(\phi\phi|\phi\phi)=(ii|ii)+4\kappa(ii|ia)+\kappa^2\left[-2(ii|ii)+2J+4K\right],$$

with $J=(ii|aa)$ and $K=(ia|ia)$. The Fock matrix $F_{pq}=h_{pq}+2(pq|ii)-(pi|qi)$ has $F_{ia}=h_{ia}+(ii|ia)$, $\epsilon_i=F_{ii}=h_{ii}+(ii|ii)$ and $F_{aa}=h_{aa}+2J-K$. The linear term is $4\kappa F_{ia}$. In the quadratic term, $h_{aa}+J+2K=F_{aa}-J+3K$, so

$$E(\kappa)=E_0+4\kappa F_{ia}+2\kappa^2D,\qquad D=F_{aa}-\epsilon_i-J+3K.$$

For $D>0$ the minimum is at $\kappa=-F_{ia}/D$, where $E-E_0=-4F_{ia}^2/D+2F_{ia}^2/D$:

$$\lambda_2=\frac{2F_{ia}^2}{F_{aa}-\epsilon_i-J+3K}.$$

The argument of part (a) gives $F_{ia}=\langle a|(F-\epsilon_i)i\rangle$, the residual of the Fock equation. Acting on $i$, $F$ is the kinetic energy plus a local potential that vanishes at infinity, so the growth $-2\mu^2R^2$ of part (d) carries over. Rotations $\kappa_b$ toward monomer virtual orbitals $b$ have no linear term because $F_{ib}=0$. They are driven by terms $\kappa\kappa_b$, whose coefficient contains a product of $a$ with a monomer function and is of overlap order, and by terms $\kappa^2\kappa_b$. Both make $\kappa_b$ second order and its energy fourth order.

At large $R$, $K$ is of order overlap squared, but $J\to1/R$. In $F_{aa}$ the attraction $-2/R$ cancels against $2J$, so the ghost sees a neutral atom and $F_{aa}\to3\beta/2$. An electron moved onto the ghost leaves a cation behind, and $-J$ restores that attraction, giving the same form $3\beta/2-1/R-\epsilon_i$ as in part (d). Using the bare gap $F_{aa}-\epsilon_i$ underestimates $\lambda_2$ by the fraction $(J-3K)/(F_{aa}-\epsilon_i)$, which dies off only as $1/R$.

For helium, $\beta=1.0627$ Å$^{-2}$, $E_0=-77.69287$ eV, $|s_0|=0.00445$ and $|F_{ia}|=0.062140$ eV, so $2F_{ia}^2=7.7228\times10^{-3}$ eV$^2$. The bare gap is $12.1575+24.8752=37.0327$ eV. With $J=4.8003$ eV, close to $1/R=4.7999$ eV, and $3K=0.0010$ eV, $D=37.0327-4.8003+0.0010=32.2334$ eV. Then

$$\lambda_2=\frac{7.7228\times10^{-3}}{32.2334}=2.3959\times10^{-4}\ \text{eV},$$

while the bare gap gives $2.0854\times10^{-4}$ eV. The self-consistent calculation in the enlarged basis gives $2.3962\times10^{-4}$ eV ($8.8060\times10^{-6}$ hartree). Relative to it, the result with $D$ is low by less than 0.02% and the bare-gap result by 13%. The agreement worsens at shorter distance: the result with $D$ is low by 1.3% at 2 Å and by 5% at 1.5 Å. The lowering is a property of the basis, not of helium. With the same ghost at 3 Å it falls to $5.3\times10^{-5}$ eV for a cc-pVTZ and $1.8\times10^{-5}$ eV for a cc-pVQZ monomer basis, and the full cc-pVDZ ghost atom gives $2.88\times10^{-4}$ eV. These statements hold for the two-electron mean field; correlated energies are outside the derivation.

## Table of computed values

```
1 hartree = 27.211386 eV; 1 bohr = 0.529177 A
H/6-31G, R = 3 A, ghost exponent b = 0.57593 A^-2
E0 = -13.55761 eV, E1 = 12.54267 eV
basis error E0-Eexact = 0.04808 eV
primitive a(A^-2)  d_j  S_j  f_j(eV)  d*S*f(eV)
  66.8901 0.01432 0.000463 -149.6281 -0.000991
  10.0897 0.10033 0.002255 -63.2050 -0.014301
  2.2859 0.34782 0.011430 -25.2588 -0.100422
  0.5759 0.66545 0.074893 -0.6143 -0.030614
<g|rho> by quadrature = -0.146328 eV
s0 = 0.054046, s1 = 0.073723, s2 = 0.008356
V0 = -0.146943 eV, |V1| = 1.64346 eV
<g|H|g> = 1.78303 eV, eps_g = 2.02854 eV
gap = 15.58615 eV
lam2 = 1.38535e-03 eV; lam exact = 1.39448e-03 eV = 5.12462e-05 hartree
mu = 0.28797 A^-2, limiting gap = 20.1405 eV
R(A) s0 lam(eV) lam/lam2-1 predicted lam/s0^2(eV) asympt(eV)
2 2.5354e-01 1.2776e-03 3.255e-02 3.153e-02 1.9875e-02 3.6342e-02
3 5.4046e-02 1.3945e-03 6.593e-03 6.551e-03 4.7741e-01 4.5252e-02
4 6.8032e-03 1.8794e-04 2.690e-04 2.690e-04 4.0606e+00 3.2038e+00
6 2.0951e-05 2.2584e-08 7.615e-09 7.615e-09 5.1451e+01 5.1257e+01
12 6.5183e-19 6.0513e-34 6.101e-35 6.101e-35 1.4242e+03 1.4242e+03
R = 30 A: dln(lam/s0^2)/dlnR = 4.0426; ratio to R^4 law = 0.9902
full ghost atom R = 3 A: lam2 = 1.44232e-03 eV, lam = 1.45292e-03 eV
full ghost atom R = 4 A: lam2 = 2.26358e-04 eV, lam = 2.26434e-04 eV
one Gaussian a = 1.0104 A^-2, b = 3.5711 A^-2, E0 = -11.5489 eV
  node R = 1.2541 A: s0 = 0.2188, lam = 4.9e-75 eV
  R = 2 A: s0 = 0.0323, lam = 7.0850e-03 eV
oscillator hw = 27.2114 eV, b = 1.0713 A^-2, R = 0.5 A
  exact a = 1.7855 A^-2: s0 = 0.8059, lam = 0.000e+00 eV
  detuned a = 1.4284 A^-2: s0 = 0.8449, lam = 2.346e-01 eV
He RHF/cc-pVDZ, R = 3 A, b = 1.0627 A^-2, E0 = -77.69287 eV
  |s0| = 0.00445, |F_ia| = 0.062140 eV
  F_aa = 12.1575 eV, e_i = -24.8752 eV
  J = 4.8003 eV, K = 3.42e-04 eV, 1/R = 4.7999 eV
  bare gap = 37.0327 eV, relaxed gap = 32.2334 eV
  lam2 bare = 2.0854e-04 eV, lam2 relaxed = 2.3959e-04 eV
  lam SCF = 2.3962e-04 eV = 8.8060e-06 hartree
```
